# The Square-Lattice Density of States as a Complete Elliptic Integral: test program

```python
"""Density of states of the square lattice, E(k) = -2 t (cos kx + cos ky).

Result under test, per site and per spin, for 0 < |E| < 4t:
    rho(E) = K(kappa) / (2 pi^2 t),   kappa^2 = 1 - (E/4t)^2,
with K the complete elliptic integral of the first kind (kappa = modulus).
Limits: rho -> ln(16 t/|E|)/(2 pi^2 t) at the centre of the band,
        rho -> 1/(4 pi t) at the edges, approached from inside.
Symbols: t hopping energy (eV), E energy (eV), q = |E|/4t,
         G(z) local lattice Green function (1/eV).
"""
from itertools import product
import numpy as np
from scipy.integrate import quad
from scipy.special import ellipkm1

t = 0.5
half_band = 4 * t


def rho_formula(E):
    # ellipkm1(p) is K at squared modulus 1 - p, accurate for small p
    return ellipkm1((E / half_band) ** 2) / (2 * np.pi**2 * t)


def rho_log(E):
    return np.log(16 * t / abs(E)) / (2 * np.pi**2 * t)


def slice_part(E, k_low, k_high):
    """Part of rho(E), E > 0, from k_low < |kx| < k_high.

    The delta function is resolved in ky, which leaves
    (1/pi^2) * integral dkx / sqrt(4t^2 - (E + 2t cos kx)^2).
    The radicand is factorized to avoid cancellation, and
    kx = k_start + s^2 removes the inverse-root endpoint.
    """
    k_start = 2 * np.arcsin(np.sqrt(E / (4 * t)))
    k_low = max(k_low, k_start)

    def integrand(s):
        k = k_start + s * s
        first = 4 * t * np.sin((k + k_start) / 2) * np.sin(s * s / 2)
        second = 4 * t * np.cos(k / 2) ** 2 + E
        return 2 * s / np.sqrt(first * second)

    value = quad(integrand, np.sqrt(k_low - k_start),
                 np.sqrt(k_high - k_start),
                 epsabs=1e-11, epsrel=1e-10, limit=500)[0]
    return value / np.pi**2


print(f"hopping t = {t:.3f} eV")
print(f"band edges = {-half_band:.3f} and {half_band:.3f} eV")

# Formula against the direct slice integral in the original coordinates
print("E (eV) | kappa^2 | K | rho direct | rho formula | rho log (1/eV)")
for E in (1.9, 1.0, 0.2, 0.02, 0.002):
    direct = slice_part(E, 0.0, np.pi)
    formula = rho_formula(E)
    assert abs(direct / formula - 1) < 1e-7
    q = E / half_band
    print(f"{E:.3f} | {1 - q*q:.6f} | {ellipkm1(q*q):.6f} | "
          f"{direct:.6f} | {formula:.6f} | {rho_log(E):.6f}")

# Band edge: limit and first correction, from the direct integral
edge_value = 1 / (4 * np.pi * t)
delta = 0.01
near_edge = slice_part(half_band - delta, 0.0, np.pi)
edge_linear = edge_value * (1 + delta / (8 * t))
assert abs(near_edge / edge_linear - 1) < 5e-5
assert abs(near_edge / edge_value - 1) > 1e-3
print(f"edge value 1/(4 pi t) = {edge_value:.6f} 1/eV")
print(f"distance from edge = {delta:.3f} eV")
print(f"direct rho there = {near_edge:.6f} 1/eV")
print(f"edge value with linear correction = {edge_linear:.6f} 1/eV")

# Two-sided bounds on K that prove the logarithm and its constant
print("q | lower bound | K | upper bound | ln(4/q)")
for q in (0.1, 0.01, 0.001):
    K = ellipkm1(q * q)
    upper = 2 * np.arcsinh(1 / np.sqrt(q))
    lower = upper / np.sqrt(1 + q)
    assert lower < K < upper
    assert abs(K - np.log(4 / q)) < q * q * np.log(4 / q)
    print(f"{q:.3f} | {lower:.6f} | {K:.6f} | {upper:.6f} | "
          f"{np.log(4/q):.6f}")

# Where the logarithm arises: windows in kx around each saddle, and the rest
E_high, E_low, window = 0.002, 0.0002, 0.5
regions = {
    "saddle (0,pi)": (0.0, window),
    "saddle (pi,0)": (np.pi - window, np.pi),
    "rest of zone": (window, np.pi - window),
}
expected_growth = np.log(E_high / E_low) / (4 * np.pi**2 * t)
print(f"|E| lowered from {E_high:.4f} to {E_low:.4f} eV, "
      f"kx window half-width {window:.2f} rad")
for name, (k_low, k_high) in regions.items():
    before = slice_part(E_high, k_low, k_high)
    after = slice_part(E_low, k_low, k_high)
    growth = after - before
    if name.startswith("saddle"):
        assert abs(growth / expected_growth - 1) < 0.01
    else:
        assert abs(growth) < 0.01 * expected_growth
    print(f"{name}: rho part {before:.6f} -> {after:.6f}, "
          f"growth {growth:.6f} 1/eV")
print(f"predicted growth per saddle = {expected_growth:.6f} 1/eV")

# Counting k points, with an offset grid, against the integrated formula
n_grid = 2000
kx = 2 * np.pi * (np.arange(n_grid) + 0.37) / n_grid
ky = 2 * np.pi * (np.arange(n_grid) + 0.81) / n_grid
energies = -2 * t * (np.cos(kx)[:, None] + np.cos(ky)[None, :])
w = 0.1
counted = np.mean(np.abs(energies) < w)
integrated = 2 * quad(rho_formula, 0, w)[0]
log_fraction = w / (np.pi**2 * t) * (np.log(16 * t / w) + 1)
flat_fraction = 2 * w / (2 * half_band)
assert abs(counted - integrated) < 2e-4   # finite-grid counting error
assert abs(log_fraction / integrated - 1) < 1e-3
print(f"fraction of states with |E| < {w:.2f} eV:")
print(f"  counted {counted:.5f}, integrated {integrated:.5f}, "
      f"log formula {log_fraction:.5f}, flat band {flat_fraction:.5f}")
counted_low = np.mean(energies < -1.5)
integrated_low = quad(rho_formula, -half_band, -1.5)[0]
assert abs(counted_low - integrated_low) < 2e-4
print(f"fraction with E < -1.5 eV: counted {counted_low:.5f}, "
      f"integrated {integrated_low:.5f}")

# Moments against explicit enumeration of closed walks
steps = ((1, 0), (-1, 0), (0, 1), (0, -1))
for order in (0, 2, 4):
    walks = sum(1 for path in product(steps, repeat=order)
                if sum(s[0] for s in path) == 0
                and sum(s[1] for s in path) == 0)
    moment = 2 * quad(lambda E: E**order * rho_formula(E),
                      0, half_band, epsabs=1e-11)[0]
    assert abs(moment - walks * t**order) < 1e-7
    print(f"moment {order}: {moment:.6f} eV^{order}, "
          f"closed walks {walks}")

# Green function: k sum, sum in rotated coordinates, spectral integral
z = 0.5 + 0.25j
angles = 2 * np.pi * np.arange(600) / 600
cosines = np.cos(angles)
G_k = np.mean(1 / (z + 2*t*(cosines[:, None] + cosines[None, :])))
G_rotated = np.mean(1 / (z + 4*t*cosines[:, None]*cosines[None, :]))


def spectral_part(component):
    def integrand(E):
        return component(rho_formula(E) * (1/(z - E) + 1/(z + E)))
    return quad(integrand, 0, half_band, epsabs=1e-10, limit=300)[0]


G_spectral = spectral_part(np.real) + 1j * spectral_part(np.imag)
assert abs(G_k - G_rotated) < 1e-9
assert abs(G_k - G_spectral) < 1e-7
print(f"z = {z.real:.2f} + {z.imag:.2f} i eV")
print(f"G from k sum = {G_k.real:.6f} {G_k.imag:+.6f} i 1/eV")
print(f"G from rotated sum = {G_rotated.real:.6f} "
      f"{G_rotated.imag:+.6f} i 1/eV")
print(f"G from rho = {G_spectral.real:.6f} "
      f"{G_spectral.imag:+.6f} i 1/eV")

print("every check passed")
```

Running it gives:

```
hopping t = 0.500 eV
band edges = -2.000 and 2.000 eV
E (eV) | kappa^2 | K | rho direct | rho formula | rho log (1/eV)
1.900 | 0.097500 | 1.611338 | 0.163263 | 0.163263 | 0.145658
1.000 | 0.750000 | 2.156516 | 0.218501 | 0.218501 | 0.210691
0.200 | 0.990000 | 3.695637 | 0.374446 | 0.374446 | 0.373762
0.020 | 0.999900 | 5.991589 | 0.607075 | 0.607075 | 0.607062
0.002 | 0.999999 | 8.294051 | 0.840363 | 0.840363 | 0.840363
edge value 1/(4 pi t) = 0.159155 1/eV
distance from edge = 0.010 eV
direct rho there = 0.159554 1/eV
edge value with linear correction = 0.159553 1/eV
q | lower bound | K | upper bound | ln(4/q)
0.100 | 3.563187 | 3.695637 | 3.737102 | 3.688879
0.010 | 5.966687 | 5.991589 | 5.996446 | 5.991465
0.001 | 8.290405 | 8.294051 | 8.294549 | 8.294050
|E| lowered from 0.0020 to 0.0002 eV, kx window half-width 0.50 rad
saddle (0,pi): rho part 0.281419 -> 0.398469, growth 0.117050 1/eV
saddle (pi,0): rho part 0.282301 -> 0.398557, growth 0.116256 1/eV
rest of zone: rho part 0.276643 -> 0.276638, growth -0.000005 1/eV
predicted growth per saddle = 0.116650 1/eV
fraction of states with |E| < 0.10 eV:
  counted 0.10909, integrated 0.10908, log formula 0.10906, flat band 0.05000
fraction with E < -1.5 eV: counted 0.08515, integrated 0.08515
moment 0: 1.000000 eV^0, closed walks 1
moment 2: 1.000000 eV^2, closed walks 4
moment 4: 2.250000 eV^4, closed walks 36
z = 0.50 + 0.25 i eV
G from k sum = 0.365105 -0.847287 i 1/eV
G from rotated sum = 0.365105 -0.847287 i 1/eV
G from rho = 0.365105 -0.847287 i 1/eV
every check passed
```
